# Symmetry classification of rare-earth crystal-field doublets at a trigonal pyrochlore site

## Pseudospin classes of trigonal rare-earth doublets

### What symmetry allows

Any operator acting within a doublet is a combination of the identity and three Pauli matrices $\tau_x,\tau_y,\tau_z$. Let $P$ project on a doublet of a Hamiltonian $H$, and let $g$ be a unitary or antiunitary symmetry of $H$. Then $gPg^{-1}=P$, and for any operator $O$

$$gOg^{-1}=\lambda O\quad\Rightarrow\quad g\,(POP)\,g^{-1}=\lambda\,POP. \tag{1}$$

So $POP$ contains only those $\tau$ that acquire the same factor $\lambda$. For antiunitary $g$ this is applied to Hermitian $O$, whose coefficients on the $\tau$ are real and unchanged by the conjugation. The action of the symmetries on the three $\tau$ therefore decides which moments the doublet can carry.

The rare-earth site of a pyrochlore has point group $D_{3d}$, generated by a threefold rotation $C_3$ about the local $z$ axis, a twofold rotation $C_2$ about a perpendicular axis, taken as $y$, and inversion $I$. Every state of $4f^n$ has parity $(-1)^n$, so $I$ is a multiple of the identity on the doublet and all $\tau$ are even under it (label $g$). A mirror is $IC_2$ and acts on $\tau$ as $C_2$ does. What remains is $D_3$ and time reversal $T$. An operator of type $A_1$ is invariant under $C_3$ and $C_2$, one of type $A_2$ is invariant under $C_3$ and odd under $C_2$, and an $E$ pair is rotated into itself by $C_3$. The dipole $\mathbf J$ is $A_2$ ($J_z$) plus $E$ ($J_x,J_y$), all odd under $T$. The question is whether $\boldsymbol\tau$ follows this pattern, and the answer depends on two numbers only: $m$ modulo 3 and the sign $(-1)^{2J}$.

### The symmetry operators on a multiplet

The ion is taken in one multiplet $J$, in zero field, with basis $|m\rangle$, $\hbar=1$ and

$$J_+|m\rangle=f(m)|m+1\rangle,\qquad f(m)=\sqrt{J(J+1)-m(m+1)},\qquad f(-m-1)=f(m). \tag{2}$$

The last equality holds because $m(m+1)$ is unchanged by $m\to-m-1$. In this basis $J_\pm$, $J_x$, $J_z$ are real and $J_y$ is imaginary. The rotations are $C_3=e^{-2\pi iJ_z/3}$ and $C_2=e^{-i\pi J_y}$, and $C_2$ is a real matrix.

$C_2$ reverses $J_x$ and $J_z$ and keeps $J_y$, so $C_2J_\pm C_2^{-1}=-J_\mp$ and $C_2|m\rangle=\eta_m|-m\rangle$. Apply $C_2J_-=-J_+C_2$ to $|m\rangle$. The left side is $f(m-1)\eta_{m-1}|1-m\rangle$, the right side is $-\eta_mf(-m)|1-m\rangle$, and $f(-m)=f(m-1)$ by (2), so $\eta_{m-1}=-\eta_m$. To fix $\eta_J$, write $|J\rangle$ as a product of $2J$ spins ½ pointing up. On each, $C_2=-i\sigma_y$ sends up to $+$down, and the all-down product is $|-J\rangle$ with a positive coefficient, since lowering has positive matrix elements. Hence

$$C_2|m\rangle=(-1)^{J-m}|-m\rangle,\qquad C_2^2=(-1)^{J-m}(-1)^{J+m}=s,\qquad s\equiv(-1)^{2J}. \tag{3}$$

Let $K$ be complex conjugation of the coefficients in this basis. It reverses $J_y$ alone, so $C_2K$ reverses all three components of $\mathbf J$ and is time reversal, up to a phase that drops out of $TOT^{-1}$:

$$T=C_2K,\qquad T^2=C_2C_2^{*}=s. \tag{4}$$

The crystal-field Hamiltonian commutes with $C_2$ and $T$, hence with $K=C_2^{-1}T$, so it is a real symmetric matrix. It commutes with $C_3$, whose eigenvalue $e^{-2\pi im/3}$ depends on $\mu=m \bmod 3$, so it connects only $m$ values that differ by multiples of 3. For a one-electron potential $\sum B_{kq}C_{kq}(\hat{\mathbf r})$ with $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, matrix elements between $l=3$ orbitals need $k\le6$ (triangle rule) and even $k$ (parity), and $k=0$ is a common shift. $C_3$ leaves $q=0,\pm3,\pm6$, reality makes $B_{kq}$ real, and hermiticity gives $B_{k,-q}=(-1)^qB_{kq}$. Six parameters remain: $B_{20},B_{40},B_{43},B_{60},B_{63},B_{66}$. The classification uses none of their values.

### Levels and an adapted basis

$H$ is block diagonal in $\mu$, each block has real eigenvectors, and $C_2$ maps sector $\mu$ to $-\mu$. Accidental degeneracies are excluded.

For half-integer $J$ the sectors are $\tfrac12,-\tfrac12,\tfrac32$. An eigenvector with $\mu=\tfrac12$ has the partner $C_2v$ of equal energy in $\mu=-\tfrac12$. This doublet is $\Gamma_4$. The sector $\tfrac32$ maps to itself, because $-\tfrac32\equiv\tfrac32$. There $C_2^T=C_2^{-1}=-C_2$ by (3), so $v^TC_2v=0$ for real $v$, and $C_2v$ is a second, orthogonal state of the same energy. This is the dipolar-octupolar (DO) doublet.

For integer $J$ the sectors are $1,-1,0$. Sectors $\pm1$ pair into the non-Kramers (NK) doublet $E_g$. Sector 0 maps to itself with $C_2^2=+1$, so it splits into $C_2=+1$ and $C_2=-1$ blocks that no symmetry relates, and its levels are singlets $A_1$ and $A_2$. Each pair $|\pm m\rangle$ gives one combination of each sign, and $|0\rangle$ has $C_2=(-1)^J$.

The multiplicities follow by counting $m$ values. For $J=\tfrac{15}2$, $2m=13,7,1,-5,-11$ gives five $\Gamma_4$, and $2m=\pm15,\pm9,\pm3$ gives three DO doublets. In the same way $J=\tfrac52,\tfrac72,\tfrac92$ have $(\Gamma_4,\mathrm{DO})=(2,1),(3,1),(3,2)$, and $J=4,6,8$ have $(E,A_1,A_2)=(3,2,1),(4,3,2),(6,3,2)$. Symmetry lists the levels. Which one lies lowest is decided by the $B_{kq}$ together with the ion's Stevens factors, defined in (22), and for integer $J$ it may be a singlet.

For every doublet choose

$$|+\rangle=\sum_{m\equiv\mu}a_m|m\rangle,\quad a_m\ \text{real},\qquad |-\rangle=C_2|+\rangle=T|+\rangle=\sum_ma_m(-1)^{J-m}|-m\rangle, \tag{5}$$

with $\mu=\tfrac12$ ($\Gamma_4$), $\tfrac32$ (DO), $1$ (NK). $C_2$ and $T$ agree on real vectors by (4), and $|-\rangle$ is real, so

$$C_2|-\rangle=T|-\rangle=s|+\rangle,\qquad C_3|\pm\rangle=e^{\mp2\pi i\mu/3}|\pm\rangle. \tag{6}$$

### Transformation of the pseudospin

Define $\tau_+=|+\rangle\langle-|$, $\tau_-=\tau_+^\dagger$, and

$$\tau_x=\tau_++\tau_-,\qquad\tau_y=-i\tau_++i\tau_-,\qquad\tau_z=|+\rangle\langle+|-|-\rangle\langle-|. \tag{7}$$

For unitary and antiunitary $g$ alike, $g|a\rangle\langle b|g^{-1}=|ga\rangle\langle gb|$. Under $C_3$, (6) gives $\tau_z\to\tau_z$ and

$$\tau_\pm\to e^{\mp i\phi}\tau_\pm,\quad \phi=\tfrac{4\pi\mu}{3};\qquad \tau_x\to\cos\phi\,\tau_x+\sin\phi\,\tau_y,\qquad\tau_y\to-\sin\phi\,\tau_x+\cos\phi\,\tau_y. \tag{8}$$

The ket contributes $e^{-2\pi i\mu/3}$ to $\tau_+$ and the bra the conjugate of $e^{+2\pi i\mu/3}$. The real form follows by inserting $\tau_\pm=(\tau_x\pm i\tau_y)/2$. For comparison, $J_+$ raises $m$ by one, so $C_3J_\pm C_3^{-1}=e^{\mp2\pi i/3}J_\pm$. For $\Gamma_4$, $\phi=2\pi/3$ and $\tau_+$ behaves as $J_+$. For DO, $\phi=2\pi$ and all three $\tau$ are invariant. For NK, $e^{-4\pi i/3}=e^{+2\pi i/3}$, the phase of $J_-$ and of $J_+^2$.

Under both $C_2$ and $T$, (5) and (6) give $\tau_+\to s\tau_-$, $\tau_-\to s\tau_+$, $\tau_z\to-\tau_z$, hence $\tau_x\to s\tau_x$. The two differ on $\tau_y$ because $T$ conjugates the factors $\mp i$ in (7). $C_2$ gives $-is\tau_-+is\tau_+=-s\tau_y$, and $T$ gives $+is\tau_--is\tau_+=s\tau_y$. Thus

$$C_2:\ (\tau_x,\tau_y,\tau_z)\to(s\tau_x,-s\tau_y,-\tau_z),\qquad T:\ (\tau_x,\tau_y,\tau_z)\to(s\tau_x,s\tau_y,-\tau_z). \tag{9}$$

Equations (8) and (9) are the classification.

| doublet | $\tau_x$ | $\tau_y$ | $\tau_z$ |
|---|---|---|---|
| $\Gamma_4$ | $E_g$, $T$-odd | $E_g$, $T$-odd | $A_{2g}$, $T$-odd |
| DO | $A_{2g}$, $T$-odd | $A_{1g}$, $T$-odd | $A_{2g}$, $T$-odd |
| NK | $E_g$, $T$-even | $E_g$, $T$-even | $A_{2g}$, $T$-odd |

For $\Gamma_4$ every component transforms as the same component of $\mathbf J$, which is the meaning of effective spin ½. The traces of the $3\times3$ matrices in (8) and (9) do not depend on the basis of the doublet. With $1+2\cos\phi$ for $C_3$, the triple $(C_3,C_2,T)$ is $(0,-1,-3)$ for $\Gamma_4$, $(3,-1,-3)$ for DO and $(0,-1,+1)$ for NK.

The DO doublet needs two remarks. On it $C_3=-1$, and $C_2=\tau_--\tau_+=-i\tau_y$ by (5) and (6). The eigenstates $(|+\rangle\pm i|-\rangle)/\sqrt2$ of $\tau_y$ therefore have $C_2=\mp i$, and each carries a one-dimensional representation of the double group, $\Gamma_5$ or $\Gamma_6$. The rotations do not connect them, but $T$ does: $T(|+\rangle+i|-\rangle)=|-\rangle+i|+\rangle=i(|+\rangle-i|-\rangle)$. The degeneracy rests on $T$ alone.

Second, (5) does not fix the DO basis. Any $|+'\rangle=\cos\vartheta|+\rangle+\sin\vartheta|-\rangle$ is real and in the same sector, with $|-'\rangle=\cos\vartheta|-\rangle-\sin\vartheta|+\rangle$. Expanding (7) gives

$$\tau_z'=\cos2\vartheta\,\tau_z+\sin2\vartheta\,\tau_x,\qquad\tau_x'=\cos2\vartheta\,\tau_x-\sin2\vartheta\,\tau_z,\qquad\tau_y'=\tau_y. \tag{10}$$

By (1), $PJ_zP=u\tau_x+w\tau_z$, and $\cos2\vartheta:\sin2\vartheta=w:u$ turns it into $\sqrt{u^2+w^2}\,\tau_z'$. This choice is made from here on. That $\tau_x$ carries no dipole moment is thus a convention. Symmetry does not distinguish $\tau_x$ from $\tau_z$, so a term $\tau_x\tau_z$ between two ions is allowed wherever $\tau_z\tau_z$ is.

### The magnetic moment

With moment $-g_J\mu_B\mathbf J$, the Zeeman term is $g_J\mu_B\mathbf B\cdot\mathbf J$. The $g$ values are defined by its first-order projection,

$$PH_ZP=\tfrac12\mu_B\left[g_zB_z\tau_z+g_\perp(B_x\tau_x+B_y\tau_y)\right]. \tag{11}$$

In all three classes $PJ_zP=j\tau_z$, the identity being excluded because $J_z$ is $T$-odd, and

$$g_z=2g_Jj,\qquad j=\sum_m m\,a_m^2. \tag{12}$$

For $\Gamma_4$, only $\tau_+$ has the $C_3$ phase of $J_+$, so $PJ_+P=h\tau_+$ with real $h$. Then $PJ_xP=\tfrac h2\tau_x$ and $PJ_yP=\tfrac{h}{2i}(\tau_+-\tau_-)=\tfrac h2\tau_y$. From (2) and (5),

$$g_\perp=g_Jh,\qquad h=\langle+|J_+|-\rangle=\sum_m a_{1-m}a_m(-1)^{J-m}f(-m). \tag{13}$$

The terms $m$ and $1-m$ have equal $f$ by (2) and relative sign $(-1)^{2m-1}=+1$ for half-integer $m$, so they add. Replacing $|-\rangle$ by $-|-\rangle$ reverses $h$ and leaves (8) and (9) intact, so the sign of $g_\perp$ is a convention. The sign of $g_z$ is not. With $X=PJ_xP$ and so on, $-i[\tau_x,\tau_y]=2\tau_z$ gives

$$\mathrm{Tr}\left(-i[X,Y]Z\right)=\tfrac{h^2}{4}\,j\,\mathrm{Tr}(2\tau_z^2)=h^2j, \tag{14}$$

and the left side refers to no basis. Physically, in a field along $z$, $[\tau_z,\tau_+]=2\tau_+$ gives $\dot\tau_+=ig_z\mu_BB\,\tau_+$ from (11), so the sign of $g_z$ sets the sense in which the transverse moment precesses.

For DO, no operator on the doublet has the $C_3$ phase of $J_\pm$, so $PJ_\pm P=0$ by $C_3$. For NK, $C_3$ allows $PJ_+P\propto\tau_-$, with

$$\langle-|J_+|+\rangle=\sum_ma_ma_{-m-1}(-1)^{J+m+1}f(m)=0. \tag{15}$$

The terms $m$ and $-m-1$ lie in the same sector, have equal $f$, and have signs $(-1)^{J+m+1}$ and $(-1)^{J-m}$, whose ratio is $(-1)^{2m+1}=-1$ for integer $m$. No term is its own partner, since that needs $m=-\tfrac12$. This cancellation is (1) for $T$: $J_\pm$ is built from $T$-odd operators, and $\tau_{x,y}$ are $T$-even. Both DO and NK doublets are Ising, $g_\perp=0$, for different reasons. With $h=0$ the invariant (14) vanishes, so the dipole operators alone do not fix the sign of $g_z$. For DO the choice after (10) makes it positive. For NK the sign is still basis-free, because (6) gives $\mathrm{Tr}(PC_3J_z)=j\,(e^{-2\pi i/3}-e^{2\pi i/3})=-i\sqrt3\,j$. Since only $\tau_+$ has the $C_3$ phase of $J_+^2$, $PJ_+^2P\propto\tau_+$, and the sign of $g_z$ sets the sense in which this quadrupole precesses in a field along $z$.

### Multipoles carried by each component

Define real tensor operators by $T_{kk}\propto J_+^k$ and $T_{k,q-1}\propto[J_-,T_{kq}]$ for $q\ge1$, with positive constants fixed by $\mathrm{Tr}\,T_{kq}^\dagger T_{kq}=1$, and set

$$A_{kq}=T_{kq}+T_{kq}^\dagger,\qquad B_{kq}^{\rm op}=i\,(T_{kq}-T_{kq}^\dagger). \tag{16}$$

$T_{kq}$ raises $m$ by $q$, so its $C_3$ phase is $e^{-2\pi iq/3}$. From $TJ_\pm T^{-1}=-J_\mp$ one has $T_{kk}\to(-1)^kT_{kk}^\dagger$. If $T_{kq}\to(-1)^kT_{kq}^\dagger$, then $[J_-,T_{kq}]\to(-1)^k[T_{kq}^\dagger,J_+]=(-1)^k[J_-,T_{kq}]^\dagger$, so the rule holds for all $q$. Then $A\to(-1)^kA$, and $B^{\rm op}\to-i(-1)^k(T_{kq}^\dagger-T_{kq})=(-1)^kB^{\rm op}$. Odd ranks are magnetic and even ranks electric.

The basis (5) is real, so the real symmetric $A$ projects on $1,\tau_x,\tau_z$ and the imaginary $B^{\rm op}$ on $\tau_y$ only. Adding the $C_3$ phase (8) and the $T$ parity (9), with $q$ taken modulo 3:

$$\begin{aligned}\Gamma_4:&\quad k\ \text{odd},\ q\equiv0:\ A\to\tau_z;\qquad k\ \text{odd},\ q\not\equiv0:\ A\to\tau_x,\ B^{\rm op}\to\tau_y,\\ \mathrm{DO}:&\quad k\ \text{odd},\ q\equiv0:\ A\to\tau_x,\tau_z,\ B^{\rm op}\to\tau_y,\\ \mathrm{NK}:&\quad k\ \text{odd},\ q\equiv0:\ A\to\tau_z;\qquad k\ \text{even},\ q\not\equiv0:\ A\to\tau_x,\ B^{\rm op}\to\tau_y.\end{aligned} \tag{17}$$

All other traceless projections vanish. In the DO case $B^{\rm op}_{k0}=0$, so $\tau_y$ needs $q\ge3$ and first appears at rank 3, in the octupole $(J_+^3-J_-^3)/2i$. In the NK case $\tau_{x,y}$ are electric and first appear at rank 2, in the quadrupoles. Higher even ranks contribute as well, and the quadrupole part can be small.

### Response to perturbations

Let $\Delta$ be the gap to the next level, $Q=1-P$ and $G=Q/(E_0-H)$, which is invariant under all the symmetries. A perturbation $\epsilon W$ with $\epsilon\ll\Delta$ and $PWP=c_0+\mathbf c\cdot\boldsymbol\tau$ splits the doublet by $2\epsilon|\mathbf c|$ at first order. The states acquire the admixture $\epsilon GW|\pm\rangle$, so the projected moment changes by

$$\delta(PJ_\alpha P)=\epsilon\,P\left(J_\alpha GW+WGJ_\alpha\right)P. \tag{18}$$

Take $W=B^{\rm op}_{33}$. It is $T$-odd and $C_3$-invariant, and it is $C_2$-even because $C_2=TK$ and both $T$ and $K$ reverse it. It keeps $D_3$. The DO doublet splits by (17), while $C_3$ still forbids $PJ_\pm P$. The $\Gamma_4$ and NK doublets stay degenerate to all orders, since the pairing of $\mu$ with $-\mu$ used only $C_3$ and $C_2$. In NK, (18) for $J_+$ is $T$-even with $q=4,-2\equiv1$, the symmetry of $\tau_-$, so a transverse moment appears.

Take $W=A_{22}$, a $T$-even distortion that breaks $C_3$ and keeps $C_2$. Kramers doublets stay degenerate because $T^2=-1$ forces $\langle v|Tv\rangle=0$. In DO, (18) for $J_+$ contains $q=3$ and is $T$-odd, so a transverse moment appears. The NK doublet splits at first order by (17). Its moment stays Ising to all orders: for $T^2=+1$ the two nondegenerate states can be phased so that $T$ leaves each invariant, and a $T$-odd Hermitian operator is then imaginary and antisymmetric, a one-dimensional space. The axis does not stay along $z$. For $J_x$, (18) is $T$-odd, $C_2$-odd and contains $q=\pm3$, so $\delta(PJ_xP)=\epsilon t\,\tau_z$, and the axis tilts in the $xz$ plane by the angle $\epsilon t/j$.

A transverse field at azimuth $\varphi$ gives $V=\tfrac b2(e^{-i\varphi}J_++e^{i\varphi}J_-)$, $b=g_J\mu_BB$. The order-$n$ effective Hamiltonian is a sum of products of $n$ factors $V$ with the invariants $P$ and $G$, so it has $T$ parity $(-1)^n$ and $q=n,n-2,\dots,-n$. $\Gamma_4$ splits at $n=1$ by $|h|b$. For NK, $n=1$ vanishes, and at $n=2$ the term $PVGVP$ has a $q=0$ part, $T$-even and so a shift, and a $q=\pm2$ part. With $PJ_+GJ_+P=4\kappa\tau_+$, $\kappa$ real,

$$H^{(2)}_{\rm NK}=\kappa b^2(e^{-2i\varphi}\tau_++e^{2i\varphi}\tau_-)=\kappa b^2(\cos2\varphi\,\tau_x+\sin2\varphi\,\tau_y). \tag{19}$$

For DO, $n=1$ vanishes, $n=2$ is $T$-even and so a shift, and at $n=3$ only $PVGVGVP$ survives because $PVP=0$. Its $q=\pm3$ part, with the real matrix $M=PJ_+GJ_+GJ_+P$, is

$$H^{(3)}_{\rm DO}=\tfrac{b^3}{8}\left[\cos3\varphi\,(M+M^T)-i\sin3\varphi\,(M-M^T)\right]. \tag{20}$$

The first bracket couples to $\tau_x,\tau_z$ and the second to $\tau_y$. At leading order in $b/\Delta$ the splitting grows as $B$, $B^2$, $B^3$ for $\Gamma_4$, NK, DO.

### Worked example: a superposition model

The rare-earth ion has two oxygens on the axis and six in a puckered ring. Model each ligand $L$ in direction $\hat{\mathbf n}_L$ by an axial potential,

$$V(\hat{\mathbf r})=\sum_Lw_L\sum_kb_kP_k(\hat{\mathbf r}\cdot\hat{\mathbf n}_L),\qquad B_{kq}=b_k\sum_Lw_LC_{kq}^*(\hat{\mathbf n}_L), \tag{21}$$

the second form by the addition theorem. The round parameters, the same for every ion and fitted to no compound, are $b_2=50$, $b_4=50$, $b_6=30$ meV, $w=2$ on the axis, and $w=1$ for ring ligands at polar angle $80^\circ$, azimuths $0^\circ,120^\circ,240^\circ$, and their inverses. For even $k$ a ligand and its inverse contribute equally, and $e^{3i\varphi_L}=1$ at the three azimuths. With $x=\cos80^\circ=0.1736$, $P_2(x)=-0.4548$ and $B_{20}=50\,(4-6\times0.4548)=63.6$ meV. With $C_{43}=-\tfrac{\sqrt{35}}4\sin^3\theta\cos\theta\,e^{3i\varphi}$, which vanishes on the axis, $B_{43}=-50\times6\times0.2453=-73.6$ meV. Likewise $B_{40}=279.8$, $B_{60}=96.2$, $B_{63}=51.0$, $B_{66}=78.0$ meV.

The multiplet is the Hund one in LS coupling with $g_s=2$. The state $|LL,SS\rangle$ is a determinant that fills $m_l=3,2,\dots$ with parallel spins, and $J=L-S$ for $n<7$, $J=L+S$ for $n>7$. Projecting $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$ on $\mathbf J$, with $2\,\mathbf S\cdot\mathbf J=J^2+S^2-L^2$, gives $g_J=\tfrac32+[S(S+1)-L(L+1)]/[2J(J+1)]$. By the Wigner–Eckart theorem $\sum_iP_k(\cos\theta_i)$ is proportional to $T_{k0}$ on the multiplet, so one diagonal element fixes it. It is written

$$\langle JJ|\textstyle\sum_iP_k|JJ\rangle=\theta_k\,\dfrac{(2J)!}{2^k(2J-k)!},\qquad\theta_{2,4,6}=\alpha,\beta,\gamma\ \text{(Stevens factors)}. \tag{22}$$

For $n>7$, $|JJ\rangle$ is the determinant itself. For $n<7$ the same theorem in $L$ space gives the elements for each $M_L$, which are averaged with squared Clebsch–Gordan weights. For Yb$^{3+}$ ($n=13$, $J=\tfrac72$) the full shell gives zero and $m_l=-3$ is missing. Its density $\propto\sin^6\theta$ has $\langle\cos^2\theta\rangle=(16/315)/(16/35)=\tfrac19$ and $\langle P_2\rangle=-\tfrac13$, so $\alpha=\tfrac13/(42/4)=0.03175$. The operator for each ligand is the diagonal one rotated by $e^{-i\varphi_LJ_z}e^{-i\theta_LJ_y}$. The sum was diagonalized numerically, each level was classed by its $C_3$ and $C_2$ behaviour, and (12), (13) gave the $g$ values.

| ion (3+) | $J$ | ground | $\Delta$ (meV) | $g_z$ | $\lvert g_\perp\rvert$ |
|---|---|---|---|---|---|
| Ce | 5/2 | DO | 28.0 | 2.57 | 0 |
| Pr | 4 | NK | 19.5 | 5.80 | 0 |
| Nd | 9/2 | DO | 20.9 | 5.40 | 0 |
| Sm | 5/2 | DO | 17.0 | 0.857 | 0 |
| Tb | 6 | NK | 1.5 | 11.1 | 0 |
| Dy | 15/2 | DO | 30.5 | 19.8 | 0 |
| Ho | 8 | NK | 24.4 | −19.8 | 0 |
| Er | 15/2 | $\Gamma_4$ | 7.0 | −1.95 | 6.83 |
| Tm | 6 | $A_2$ | 10.4 | | |
| Yb | 7/2 | $\Gamma_4$ | 60.2 | 1.76 | 4.25 |

The digits serve the arithmetic below and describe the model only.

*Effective spin ½.* Yb has $a_{7/2},a_{1/2},a_{-5/2}=0.308,0.949,-0.073$ and $g_J=\tfrac87$. Then $j=0.332+0.450-0.013=0.769$ and $g_z=1.76$. In (13) the term $m=\tfrac12$ is $-0.949^2\times4=-3.60$, the pair $\tfrac72,-\tfrac52$ gives $2\times0.308\times(-0.073)\times\sqrt7=-0.12$, and $|g_\perp|=\tfrac87\times3.72=4.25$. Er has $a_{13/2},a_{7/2},a_{1/2},a_{-5/2},a_{-11/2}=0.474,0.242,-0.489,-0.096,0.684$, so $j=1.460+0.205+0.120-0.023-2.573=-0.811$ and $g_z=2.4\,j=-1.95$. The sign comes from the weight on $m=-\tfrac{11}2\equiv\tfrac12$ and is invariant by (14).

*Dipolar-octupolar.* For $J=\tfrac52$ the sector holds only $m=\pm\tfrac32$, so $|+\rangle=|\tfrac32\rangle$, $|-\rangle=-|{-\tfrac32}\rangle$ whatever the $B_{kq}$, as long as other multiplets are not admixed, and $g_z=3g_J$: $2.57$ for Ce ($g_J=\tfrac67$) and $0.857$ for Sm ($g_J=\tfrac27$). From $\langle\tfrac32|J_+^3|{-\tfrac32}\rangle=\sqrt8\cdot3\cdot\sqrt8=24$ follows $PJ_+^3P=-24\tau_+$, so $(J_+^3+J_-^3)/2\to-12\tau_x$ and $(J_+^3-J_-^3)/2i\to-12\tau_y$. The norm of $J_+^3$ is $\sqrt{360+576+360}=36$, so $B^{\rm op}_{33}\to\tfrac23\tau_y$ and the splitting is $\tfrac43\epsilon$. Nd has $a_{9/2},a_{3/2},a_{-3/2},a_{-9/2}=0.928,-0.119,0.353,-0.015$. The choice (10) shows in $\langle+|J_z|-\rangle=-\sum_mm\,a_ma_{-m}(-1)^{J-m}=0.125-0.126$, zero within the rounding of the amplitudes. The same projection gives $24.5\,\tau_x-11.4\,\tau_z$ and $9.8\,\tau_y$ for the two octupoles, with no relation imposed between $x$ and $y$.

*Non-Kramers.* Pr has $a_4,a_1,a_{-2}=0.942,0.320,-0.105$. In (15) only $m=1,-2$ contribute, as $a_1a_{-2}(\sqrt{18}-\sqrt{18})=0$. The quadrupole element is $\langle+|J_+^2|-\rangle=-20\times0.320^2+2\sqrt{112}\times0.942\times(-0.105)=-4.14$, so $(J_+^2+J_-^2)/2\to-2.07\tau_x$ and $(J_+^2-J_-^2)/2i\to-2.07\tau_y$. Evaluating (18) for $A_{22}$ with the computed levels gives $t\Delta=-0.093$, and with $j=5.80/1.6=3.63$ the tilt is $-0.026\,\epsilon/\Delta$ rad at first order. For Ho, $|+\rangle$ has amplitude $0.991$ on $m=-8\equiv1$, which explains the negative $g_z$. The Tm state $0.109(|6\rangle-|{-6}\rangle)-0.699(|3\rangle+|{-3}\rangle)$ is odd under (3), an $A_2$ singlet with no pseudospin.

*Field exponents.* Exact diagonalization with the field along $x$ at $b=10^{-3}\Delta$ and $2\times10^{-3}\Delta$ gives the exponent as $\log_2$ of the ratio of splittings. It is $1.000$, $2.000$ or $3.000$ according to class, except $2.028$ for Ho. The third-order NK term is $T$-odd with $q=\pm3$, of the form $\lambda b^3\tau_z$, and the fourth-order term is $T$-even, of the form $\kappa_4b^4\tau_x$ for a field along $x$. Together they multiply the splitting $2|\kappa|b^2$ by $1+\left[\kappa_4/\kappa+\lambda^2/(2\kappa^2)\right]b^2$ at lowest order, and the two terms in the bracket can have opposite signs. For $|\kappa|\ll\lambda^2/|\kappa_4|$ the positive second term dominates, and at given $\lambda$ the exponent then exceeds 2 more the smaller $|\kappa|$ is. For Ho the effective Hamiltonian of the doublet in a field along $x$ has $\kappa\Delta=-0.0126$, $\lambda\Delta^2=1.46$ and $\kappa_4\Delta^3=-0.034$. At $b=10^{-3}\Delta$ the $\lambda$ term is then $6.65\times10^{-3}$ (from the unrounded $\kappa$ and $\lambda$) and the $\kappa_4$ term only $3\times10^{-6}$. Doubling $b$ multiplies both by four, so at lowest order the exponent is $2+\log_2(1.0266/1.00665)=2.028$. The excess for Ho thus comes from the third-order term, which shows because $\kappa$ is small.

### Range of validity

A pseudospin description needs temperature, exchange and Zeeman energies small against $\Delta$. In this model that is generous for Yb (699 K) and tight for Tb, whose next doublet lies at 1.48 meV (17 K). Two singlets that happen to lie close form no doublet in the present sense, since nothing fixes their spacing. Ions with $J=0$, or with $L=0$ where (22) vanishes, fall outside the model.

Mixing of other multiplets changes the gaps and the formulas (12), (13), the more so the smaller the multiplet spacing is against the $B_{kq}$. In the model above, adding the other multiplets of the Hund term through $\lambda\,\mathbf L\cdot\mathbf S$, with first spacings of 273, 130, 255 and 1260 meV for Ce, Sm, Tb and Yb, moves $|g_z|$ from 2.57 to 2.42 (Ce), 0.857 to 0.53 (Sm), 11.1 to 5.9 (Tb) and 1.76 to 1.85 (Yb), and lowers the Tb gap from 1.48 to 0.42 meV. This happens although about 99% of the weight stays in the Hund multiplet. Mixing does not change (8), (9) or the vanishing of $g_\perp$. Those used only $C_2^2=T^2=s$, the $C_3$ eigenvalue, and an antiunitary $C_2^{-1}T$ whose square is $C_2^{-2}T^2=1$, which supplies the real basis. These hold on the whole $4f^n$ space, and $\mathbf L+2\mathbf S$ transforms as $\mathbf J$.
